# Two-point extrapolation of helium correlation energies to the basis-set limit

## Problem

The correlation-consistent basis sets cc-pVXZ form a family labelled by the cardinal number $X=2,3,4,5$ (written D, T, Q, 5 in their names). For the helium atom, Hartree–Fock (HF) and CCSD calculations in these bases give the following energies in hartree:

| $X$ | HF energy | CCSD correlation energy $E_X$ |
|---|---|---|
| 2 | −2.855160 | −0.032434 |
| 3 | −2.861153 | −0.039079 |
| 4 | −2.861514 | −0.040897 |
| 5 | −2.861625 | −0.041527 |

The correlation energy is the total energy minus the HF energy in the same basis. Its exact non-relativistic value for a fixed point nucleus is −0.04204 hartree.

**(a)** Assume that the correlation energy approaches its complete-basis-set (CBS) limit as $E_X=E_\mathrm{CBS}+AX^{-3}$. Derive a formula for $E_\mathrm{CBS}$ from the energies in two bases $X<Y$.

**(b)** Explain where the power $-3$ comes from, and state which part of the argument is derived and which is assumed.

**(c)** Apply the formula to the pairs (2,3), (3,4) and (4,5).

**(d)** Compare with the exact correlation energy and account for the sign of each remaining error.

Hartree atomic units are used: $\hbar$, the electron mass, the elementary charge and $4\pi\varepsilon_0$ equal one. One hartree is written $E_\mathrm h$, and $1\ \mathrm{m}E_\mathrm h=10^{-3}E_\mathrm h$.

## Solution

### (a) The two-point formula

The model has two unknowns, $E_\mathrm{CBS}$ and $A$, so two energies determine them. Multiply the model by the cube of the cardinal number, once for each basis:

$$X^3E_X=X^3E_\mathrm{CBS}+A,\qquad Y^3E_Y=Y^3E_\mathrm{CBS}+A .$$

The constant $A$ now stands alone in both equations and cancels when the first is subtracted from the second:

$$Y^3E_Y-X^3E_X=(Y^3-X^3)\,E_\mathrm{CBS}.$$

Since $Y\neq X$, we may divide:

$$\boxed{E_\mathrm{CBS}=\frac{Y^3E_Y-X^3E_X}{Y^3-X^3}}$$

Subtracting the two model equations without multiplying them first gives the other unknown,

$$A=\frac{E_X-E_Y}{X^{-3}-Y^{-3}} .$$

Writing $Y^3E_Y=(Y^3-X^3)E_Y+X^3E_Y$ in the numerator gives an equivalent form,

$$E_\mathrm{CBS}=E_Y+\frac{X^3}{Y^3-X^3}\,(E_Y-E_X).$$

The estimate is the better energy plus a multiple of the last improvement. If the last improvement is zero, nothing is added. The multiple is $8/19=0.42$ for (2,3), $27/37=0.73$ for (3,4) and $64/61=1.05$ for (4,5).

### (b) The origin of the power

**What CCSD contributes.** Helium has two electrons, so the full configuration-interaction (CI) function in a given basis contains the HF determinant $\Phi_0$, single excitations and double excitations, and nothing else. The CCSD function is

$$e^{T_1+T_2}\Phi_0=\left(1+T_1+T_2+\tfrac12T_1^2\right)\Phi_0 ,$$

because higher terms would excite more than two electrons. Any full-CI function with unit coefficient on $\Phi_0$ can be written this way: $T_1$ reproduces the singles, and $T_2$ is chosen so that $T_2+\frac12T_1^2$ reproduces the doubles. CCSD is therefore exact within the basis, and the error that remains is due to the basis.

**Partial waves.** Products of orbitals describe the dependence of the wave function on the angle $\theta_{12}$ between the two position vectors through Legendre polynomials $P_l(\cos\theta_{12})$. A basis whose highest orbital angular momentum is $L$ contains the terms $l\le L$. We need the energy carried by the missing terms, and we calculate it in second-order perturbation theory for large $l$.

Let each electron move in the field of the nucleus of charge $Z$, with $1/r_{12}$ as the perturbation. The unperturbed ground state has the spatial part $u(r_1)u(r_2)/(4\pi r_1r_2)$, where $u$ is the radial 1s function with $\int_0^\infty u^2\,dr=1$. With $r_<$ and $r_>$ the smaller and larger of $r_1,r_2$,

$$\frac1{r_{12}}=\sum_l v_l\,P_l(\cos\theta_{12}),\qquad v_l=\frac{r_<^{\,l}}{r_>^{\,l+1}} .$$

Write the first-order wave function as $\sum_l g_l(r_1,r_2)P_l(\cos\theta_{12})/(4\pi r_1r_2)$. The squared angular momentum of either electron acting on $P_l(\cos\theta_{12})$ gives $l(l+1)$. For $l\ge1$ the first-order equation is therefore

$$\left[-\tfrac12\partial_1^2-\tfrac12\partial_2^2+\tfrac{l(l+1)}2\left(\tfrac1{r_1^2}+\tfrac1{r_2^2}\right)-\tfrac Z{r_1}-\tfrac Z{r_2}-E_0\right]g_l=-v_l\,u(r_1)u(r_2),$$

where $E_0$ is the unperturbed energy. The first-order energy, which would also appear on the right, enters the $l=0$ equation alone because it has no angular dependence. The second-order energy is the matrix element of $1/r_{12}$ between the unperturbed and first-order functions. The average of $P_lP_{l'}$ over all directions is $\delta_{ll'}/(2l+1)$, so wave $l$ contributes

$$E^{(l)}=\frac1{2l+1}\iint u(r_1)u(r_2)\,v_l\,g_l\,dr_1dr_2 .$$

**Large $l$.** Set $\lambda=l+\frac12$. Then

$$v_l=\frac1{\sqrt{r_1r_2}}\left(\frac{r_<}{r_>}\right)^{\lambda}=\frac{e^{-\lambda|\ln(r_1/r_2)|}}{\sqrt{r_1r_2}} .$$

For large $\lambda$ this is a narrow ridge along $r_1=r_2$: high partial waves describe electrons at nearly equal distances from the nucleus. Introduce $r=(r_1+r_2)/2$ and $t=r_1-r_2$. On the ridge $|t|$ is of order $r/\lambda$, so to leading order $\ln(r_1/r_2)=t/r$, $\sqrt{r_1r_2}=r$ and $u(r_1)u(r_2)=u(r)^2$. From $\partial_1=\partial_t+\frac12\partial_r$ and $\partial_2=-\partial_t+\frac12\partial_r$ we get

$$\tfrac12(\partial_1^2+\partial_2^2)=\partial_t^2+\tfrac14\partial_r^2 .$$

The terms with $\partial_t^2$ and with $l(l+1)=\lambda^2-\frac14$ are of order $\lambda^2$. The term $\frac14\partial_r^2$, the nuclear attraction and $E_0$ do not grow with $\lambda$ and are dropped. With $k=\lambda/r$ and $g_l=-u(r)^2w(t)$ the equation becomes

$$-w''+k^2w=\frac{e^{-k|t|}}r .$$

For $t>0$ try $w=(\alpha+\beta t)e^{-kt}$, leaving out the growing solution. Then $w''=(k^2\alpha+k^2\beta t-2k\beta)e^{-kt}$, so the left side is $2k\beta e^{-kt}$ and $\beta=1/(2kr)$. The source is even in $t$ and finite at $t=0$, so $w$ is even with a continuous slope. Hence $w'(0)=\beta-k\alpha=0$, which gives $\alpha=1/(2k^2r)$ and

$$w=\frac{(1+k|t|)\,e^{-k|t|}}{2k^2r}.$$

Insert this in the energy, with $2l+1=2\lambda$ and $dr_1dr_2=dr\,dt$:

$$E^{(l)}\to-\frac1{2\lambda}\int_0^\infty dr\,\frac{u^4}{2k^2r^2}\int_{-\infty}^{\infty}(1+k|t|)\,e^{-2k|t|}dt .$$

The inner integral is $2\left[\frac1{2k}+k\,\frac1{4k^2}\right]=\frac3{2k}$. Using $k^3=\lambda^3/r^3$,

$$E^{(l)}\to-\frac1{2\lambda}\int_0^\infty\frac{3u^4}{4k^3r^2}\,dr=-\frac a{\lambda^4},\qquad a=\frac38\int_0^\infty r\,u(r)^4\,dr .$$

For the hydrogenic orbital $u^2=4Z^3r^2e^{-2Zr}$,

$$a=\frac38\cdot16Z^6\cdot\frac{5!}{(4Z)^6}=\frac{45}{256}=0.1758\ E_\mathrm h ,$$

which does not depend on $Z$. The numerical check checks this law by summing the second-order expression explicitly. The ratio of the computed $E^{(l)}$ to $-a\lambda^{-4}$ is 0.868 at $l=2$, 0.947 at $l=4$ and 0.989 at $l=10$, and it extrapolates to 0.999 at infinite $l$. The law is thus a large-$l$ result: for the d wave the computed energy is 13% smaller in size than the value the law gives.

**From $l$ to $X$.** The helium cc-pVXZ sets contain orbitals up to $L=X-1$, so the waves $l\ge X$ are missing. The value of $x^{-4}$ at the midpoint $x=l+\frac12$ approximates its integral from $l$ to $l+1$. Adding these intervals gives

$$\sum_{l=X}^\infty\frac1{(l+\frac12)^4}\approx\int_X^\infty\frac{dx}{x^4}=\frac1{3X^3}.$$

For $X=3$ the sum is 0.01172 and the integral result 0.01235; for $X=5$ they are 0.00262 and 0.00267. In a family with another relation between $L$ and $X$, the same argument would give $(L+1)^{-3}$.

**What remains assumed.** The $X^{-3}$ law holds for large $X$, and using it from $X=2$ on is an approximation. Two further steps from this result to the model in (a) are not derived here.

First, the calculation is of second order, whereas CCSD contains all orders. The power arose from the ridge of $1/r_{12}$ at $r_1\approx r_2$, and the shape of the orbital entered through $a$ alone. It is therefore plausible that the full correlation energy has the same power with another coefficient.

Second, the derivation supposes that every wave $l<X$ is described completely, with unlimited radial functions. The cc-pVXZ sets are far from this. A basis with many s, p and d functions leaves a correlation error of $0.97\ \mathrm mE_\mathrm h$ (still larger radial sets lower this by about $0.015$, to $0.95\ \mathrm mE_\mathrm h$), while cc-pVTZ, which also stops at d functions, leaves $2.96\ \mathrm mE_\mathrm h$. About two thirds of the cc-pVTZ error can thus be removed without any higher angular momentum. The model assumes that this radial error shrinks in step with the angular one. Its constant $A$ is an effective quantity, not $a/3$.

**Why the HF energy is left out.** The helium HF orbital is an s function, so the HF energy has no tail of missing partial waves, and nothing above applies to it. Its errors relative to the HF limit of $-2.861680\ E_\mathrm h$ are 6.52, 0.53, 0.17 and $0.055\ \mathrm mE_\mathrm h$ for $X=2$ to 5, a faster fall than $X^{-3}$. Since the two-point formula is linear in the energies, it acts on errors in the same way. Applied to the HF energies of the pair (2,3) it would leave an error of

$$\frac{27(0.53)-8(6.52)}{19}=-2.0\ \mathrm mE_\mathrm h ,$$

larger in size than the $0.53\ \mathrm mE_\mathrm h$ of the unextrapolated cc-pVTZ value.

### (c) Application to the CCSD energies

For the pair (4,5), $Y^3=125$ and $X^3=64$:

$$E_\mathrm{CBS}=\frac{125(-0.041527)-64(-0.040897)}{61}=\frac{-5.190875+2.617408}{61}=-0.04219\ E_\mathrm h .$$

The second form of the formula is shorter for the other two pairs:

$$(2,3):\quad-0.039079+\tfrac8{19}(-0.006645)=-0.04188\ E_\mathrm h,$$

$$(3,4):\quad-0.040897+\tfrac{27}{37}(-0.001818)=-0.04222\ E_\mathrm h .$$

The fitted constants $A$ are 0.0755, 0.0849 and $0.0827\ E_\mathrm h$ for (2,3), (3,4) and (4,5). If the model held exactly they would be equal. They vary by about a tenth, so the model is a fair description of these data but not an exact one.

The model can also be asked for an energy that was not used in the fit. The pair (3,4) predicts for $X=5$

$$-0.042223+\frac{0.0849}{125}=-0.041544\ E_\mathrm h .$$

The computed value is $-0.041527\ E_\mathrm h$. The discrepancy of $0.017\ \mathrm mE_\mathrm h$ is about 3% of the change from $X=4$ to $X=5$, which is $0.630\ \mathrm mE_\mathrm h$.

### (d) Comparison with the exact value

The reference can be computed rather than taken as given. A variational calculation with 34 Hylleraas functions, which contain $r_{12}$ explicitly, gives a total energy of $-2.903719\ E_\mathrm h$. Subtracting the HF limit,

$$-2.903719+2.861680=-0.042039\ E_\mathrm h ,$$

in agreement with the stated −0.04204. Going from 22 to 34 functions lowered the total energy by $0.010\ \mathrm mE_\mathrm h$. This suggests, without proving it, that the reference is good to about $0.01\ \mathrm mE_\mathrm h$, and the errors below should be read with that uncertainty. Larger explicitly correlated expansions converge to $-2.903724\ E_\mathrm h$, which is $0.005\ \mathrm mE_\mathrm h$ lower. Using that value would raise every error below by $0.005\ \mathrm mE_\mathrm h$, which changes some last digits (0.51 to 0.52, 0.16 to 0.17, −0.15 to −0.14, and the product 64 to 65) but no sign.

Errors are energy minus reference, in $\mathrm mE_\mathrm h$. A positive error means that too little correlation energy has been recovered.

| Pair | Error of $E_Y$ | Error of $E_\mathrm{CBS}$ |
|---|---|---|
| (2,3) | 2.96 | 0.16 |
| (3,4) | 1.14 | −0.18 |
| (4,5) | 0.51 | −0.15 |

Extrapolation reduces the size of the error by factors of about 18, 6 and 3.5. The estimate from the two smallest bases is more accurate than the unextrapolated cc-pV5Z energy. The three extrapolated errors have nearly the same size, however, so among these three pairs the larger bases bring little further gain. Bases beyond cc-pV5Z are not examined here. The first estimate lies above the reference and the other two lie below it.

**The sign of the error.** Let $\varepsilon_X$ be the error of $E_X$. Substituting $E_X=E_\mathrm{exact}+\varepsilon_X$ and the same for $Y$ into the two-point formula, the terms with $E_\mathrm{exact}$ combine to $E_\mathrm{exact}$, and the error of the extrapolated energy is

$$\delta=\frac{Y^3\varepsilon_Y-X^3\varepsilon_X}{Y^3-X^3}.$$

The sign depends on whether the product $X^3\varepsilon_X$ rises or falls with $X$. Under the model it would be constant and equal to $A$. The errors 9.60, 2.96, 1.14 and $0.51\ \mathrm mE_\mathrm h$ give

| $X$ | 2 | 3 | 4 | 5 |
|---|---|---|---|---|
| $X^3\varepsilon_X$ in $\mathrm mE_\mathrm h$ | 77 | 80 | 73 | 64 |

The product rises from $X=2$ to 3, so $\delta>0$ for the first pair. It falls afterwards, so $\delta<0$ for the other two.

The same statement can be made with a local exponent $p$, defined by $\varepsilon_X/\varepsilon_Y=(Y/X)^p$, that is,

$$p=\frac{\ln(\varepsilon_X/\varepsilon_Y)}{\ln(Y/X)} .$$

For positive errors, $\delta<0$ is equivalent to $\varepsilon_X/\varepsilon_Y>(Y/X)^3$, hence to $p>3$. The data give $p=2.9$, 3.3 and 3.6 for the three pairs. Where the error falls faster than $X^{-3}$, the formula expects more improvement beyond $Y$ than there is, and it overshoots.

The small error of the pair (2,3) is therefore partly fortunate: the exponent happens to be close to 3 between these two bases, although the large-$l$ argument is at its weakest there. The exponent also moves away from 3 as $X$ grows, so the data up to $X=5$ do not show it settling at that value. Since much of the error at $X=3$ is radial, a radial part that falls faster than $X^{-3}$ is a likely cause, but this is a conjecture.

**No upper bound.** The full-CI total energy in a finite basis cannot lie below the exact energy. The total energy formed from the HF energy in basis $Y$ and the extrapolated correlation energy does not keep this property. Writing each correlation energy as $E^\mathrm{FCI}-E^\mathrm{HF}$, this total equals $\frac{Y^3E^\mathrm{FCI}_Y-X^3E^\mathrm{FCI}_X}{Y^3-X^3}+\frac{X^3}{Y^3-X^3}\left(E^\mathrm{HF}_X-E^\mathrm{HF}_Y\right)$, in which one full-CI energy enters with a negative weight, so the variational bound no longer applies. Adding the cc-pV5Z HF energy to the (4,5) estimate gives

$$-2.861625-0.042188=-2.903813\ E_\mathrm h ,$$

which is $0.09\ \mathrm mE_\mathrm h$ below the Hylleraas energy, well beyond the estimated uncertainty of the latter.

**Result.** The (4,5) extrapolation gives a correlation energy of $-0.04219\ E_\mathrm h$, or −110.8 kJ/mol, against the reference value of −110.4 kJ/mol. It overshoots by 0.4 kJ/mol, while the unextrapolated cc-pV5Z value falls short by 1.3 kJ/mol.

## Values computed for the example and the checks

```
partial-wave coefficient a = 0.175781 hartree
l=2: E_l = -3.90613 mEh, E_l/(-a(l+1/2)^-4) = 0.8680
l=4: E_l = -0.40610 mEh, E_l/(-a(l+1/2)^-4) = 0.9473
l=6: E_l = -0.09579 mEh, E_l/(-a(l+1/2)^-4) = 0.9727
l=8: E_l = -0.03312 mEh, E_l/(-a(l+1/2)^-4) = 0.9835
l=10: E_l = -0.01430 mEh, E_l/(-a(l+1/2)^-4) = 0.9890
ratio extrapolated to infinite l = 0.9993
X=2: missing-wave sum 0.037318, X^-3/3 = 0.041667
X=3: missing-wave sum 0.011718, X^-3/3 = 0.012346
X=4: missing-wave sum 0.005054, X^-3/3 = 0.005208
X=5: missing-wave sum 0.002615, X^-3/3 = 0.002667
Hylleraas energy, 22 functions = -2.903709 hartree
Hylleraas energy, 34 functions = -2.903719 hartree
Hartree-Fock limit = -2.861680 hartree
reference correlation energy = -0.04204 hartree
X=2 cc-pvdz: 5 functions, highest l = 1
  E_HF = -2.855160, E_corr(CCSD) = -0.032434 hartree
  errors: HF 6.52, corr 9.60 mEh
X=3 cc-pvtz: 14 functions, highest l = 2
  E_HF = -2.861153, E_corr(CCSD) = -0.039079 hartree
  errors: HF 0.53, corr 2.96 mEh
  full CI correlation energy = -0.039079 hartree
X=4 cc-pvqz: 30 functions, highest l = 3
  E_HF = -2.861514, E_corr(CCSD) = -0.040897 hartree
  errors: HF 0.17, corr 1.14 mEh
X=5 cc-pv5z: 55 functions, highest l = 4
  E_HF = -2.861625, E_corr(CCSD) = -0.041527 hartree
  errors: HF 0.05, corr 0.51 mEh
corr error, nearly saturated s,p,d basis = 0.97 mEh
pair (2,3): E_CBS = -0.041876, A = 0.0755 hartree
  error of E_CBS = 0.16 mEh
  local exponents: corr 2.90, HF 6.21
pair (3,4): E_CBS = -0.042223, A = 0.0849 hartree
  error of E_CBS = -0.18 mEh
  local exponents: corr 3.31, HF 4.02
pair (4,5): E_CBS = -0.042188, A = 0.0827 hartree
  error of E_CBS = -0.15 mEh
  local exponents: corr 3.60, HF 4.94
X=5 energy predicted from the pair (3,4) = -0.041544 hartree
1 hartree = 2625.500 kJ/mol
E_CBS from (4,5) = -110.77 kJ/mol
reference correlation energy = -110.37 kJ/mol
error of E_CBS from (4,5) = -0.39 kJ/mol
error of raw X=5 energy = 1.34 kJ/mol
```
